How Thickness Fluctuations Raise the Conductance of a Thick Tunnel Barrier

**Question.** A tunnel barrier stands 1 eV above the Fermi level of its metal leads. Its mean thickness is 2 nm, and its local thickness fluctuates with a Gaussian standard deviation of 0.1 nm. By what factor does its mean conductance differ from that of a uniform barrier of the same mean thickness, and how does this factor scale with roughness, barrier height and thickness?

**Answer.**

**The model**

Electrons have the free mass everywhere and tunnel elastically. The barrier is rectangular, the bias is small and the temperature is low, so the current is carried at the Fermi level. The two leads are alike, with their band bottom 5 eV below that level. Each region of local thickness d is taken to conduct like part of a uniform barrier of thickness d, and the regions add as parallel conductors. The last assumption requires wide regions and is examined below.

The algebra uses atomic units, ħ = m = 1. For an electron at the Fermi level moving straight at the barrier,

κ = √(2φ), k_F = √(2E_F),

where φ is the barrier height above the Fermi level and E_F is the Fermi energy above the band bottom. For φ = 1 eV, κ = 5.123 nm⁻¹, so κd₀ = 10.25 at the mean thickness d₀ = 2 nm. The barrier is thick in the sense κd₀ ≫ 1.

**Transmission of one region**

Let k be the wave number normal to the barrier in the metal, and let κ for the moment be the decay constant belonging to that electron. The wave is exp(ikz) + r exp(−ikz) for z < 0 and t exp[ik(z − d)] for z > d. At z = d the wave and its slope are t and ikt. The barrier solution with these values is

ψ(z) = t{cosh[κ(z − d)] + (ik/κ) sinh[κ(z − d)]}.

Write C = cosh κd and S = sinh κd. At z = 0,

ψ(0) = t[C − (ik/κ)S], ψ′(0) = t[ikC − κS].

Continuity there gives 1 + r = ψ(0) and 1 − r = ψ′(0)/(ik). Adding these removes r:

2 = t[2C + i(κ/k − k/κ)S].

Hence 1/t = C + (i/2)(κ/k − k/κ)S. Taking the squared modulus and using C² = 1 + S²,

1/T = 1 + S²[1 + (κ/k − k/κ)²/4]
= 1 + (k² + κ²)²S²/(4k²κ²).

The leads are alike, so T = |t|² is the transmission probability. For κd ≫ 1, S² tends to exp(2κd)/4 and the 1 can be dropped:

T ≈ [16k²κ²/(k² + κ²)²] exp(−2κd).

The exponential contains the thickness; the bracket does not.

**Sum over directions**

An electron at the Fermi level with transverse wave number q has less energy for normal motion. Therefore

k² = k_F² − q², κ_q² = κ² + q²,

where κ again means the value at q = 0. A uniform barrier conserves q. Each transverse mode contributes e²/h times T per spin, so with two spins

G/A = (2e²/h) ∫ d²q/(2π)² T
= (e²/h)(1/2π) ∫ T d(q²),

because d²q = π d(q²) after integration over angle.

For small q, κ_q ≈ κ + q²/(2κ), and the exponential becomes exp(−2κd) exp(−q²d/κ). The important values are q² ~ κ/d, which is smaller than κ² by the factor 1/(κd). To leading order the bracket may therefore be taken at q = 0, where I call it T₀, and the upper limit k_F² may be replaced by infinity. The remaining integral is

∫₀^∞ exp(−q²d/κ) d(q²) = κ/d,

so that

G(d)/A ≈ (e²/h) κT₀ exp(−2κd)/(2πd).

The terms left out are of relative order 1/(κd). At 2 nm this formula differs from the integral with the full transmission by 11.8% of the latter; at 16 nm the difference is 1.6%. Much of this error cancels in the ratio of rough to uniform conductance.

**The Gaussian average**

Let y = d − d₀ and let s be the standard deviation of the thickness. Parallel conductors add in proportion to area, so the quantity to average is conductance. Keeping first the exponential alone, the enhancement over the uniform barrier is

R = ∫ dy exp(−y²/2s²) exp(−2κy)/(s√(2π)).

Completing the square gives

−y²/(2s²) − 2κy = −(y + 2κs²)²/(2s²) + 2κ²s².

The shifted Gaussian still integrates to one, and therefore

R = exp(2κ²s²) = exp(4φs²),

the second form being in atomic units. With the numbers above,

2κ²s² = 2(5.123 nm⁻¹)²(0.1 nm)² = 0.525,
R = exp(0.525) = 1.69.

In the thick limit the fluctuations multiply the conductance by about 1.7.

The increase arises because a thin region gains more than an equally displaced thick region loses. Parallel conduction matters here: had the regions been connected in series, the mean of exp(+2κy) would have been required. It has the same value by symmetry, but it would have raised the resistance instead.

The Gaussian formally includes negative thicknesses. Zero thickness lies 20 standard deviations below the mean, where the weight exp(−200) overwhelms the gain exp(2κd₀) = exp(20.5). This tail is harmless here, but the model says nothing about pinholes made by some other mechanism.

**Where the current flows**

With the exponential alone, the completed square also gives the distribution of current over thickness. It is a Gaussian of the same width s, centred at

d* = d₀ − 2κs² = 2 nm − 0.1025 nm = 1.8975 nm.

The shift is 1.025 Å. Half the current flows through regions thinner than d*. Their share of the area is Φ(−2κs) = Φ(−1.025) = 15.3%, where Φ is the cumulative normal distribution. With the full transmission integral at 2 nm, the current-weighted mean thickness is 1.892 nm, and half the current flows through the thinnest 13.9% of the area.

A uniform barrier with the same conductance has a different thickness, d_eq. Equating exp[−2κ(d_eq − d₀)] to exp(2κ²s²) gives

d_eq = d₀ − κs²,

which is 0.051 nm below the mean. Thus a thickness inferred from conductance, with φ and the mass held fixed, is neither the mean thickness nor the thickness at which the typical electron crosses.

**The correction at finite thickness**

The factor 1/d in G(d) also favours thin regions. Under the shifted Gaussian it averages to about 1/d*, with a relative correction of order s²/d*², or 0.3% here. This gives

R ≈ exp(2κ²s²) d₀/d*
= 1.690 × 2/1.8975 = 1.78.

Averaging the full transmission integral over the Gaussian gives 1.80. The resistance-area product falls from 2.00 × 10⁷ to 1.11 × 10⁷ Ω µm², and the equivalent uniform thickness is 1.946 nm.

With s and φ held fixed, the full enhancement falls to 1.74, 1.71 and 1.70 at mean thicknesses of 4, 8 and 16 nm. This is the expected approach to 1.69, since d₀/d* tends to one. The figure 1.7 thus belongs to the thick limit, while the 2 nm barrier in this model has 1.8.

**How the effect scales**

In the thick limit ln R is proportional to s², to φ and to the electron mass. Doubling s multiplies ln R by four, so R becomes 1.69⁴, about 8; for the 2 nm barrier the full transmission integral gives about 11. Halving s reduces R to the fourth root of 1.69, about 1.14; the full integral at 2 nm gives 1.16. The mean thickness drops out of the leading result because it multiplies the rough and uniform conductances by the same exponential. The thick limit also requires 2κs² ≪ d₀. Here the two lengths are 0.10 and 2 nm, but for larger roughness the condition must be checked, since the current may move into regions that are no longer thick.

The shape of the distribution matters too. Suppose half the area has thickness d₀ + s and half d₀ − s, which gives the same standard deviation. Then, with the exponential alone,

R₂ = [exp(2κs) + exp(−2κs)]/2 = cosh(2κs) = 1.57.

With x = 2κs, the two results expand as

exp(x²/2) = 1 + x²/2 + x⁴/8 + …,
cosh x = 1 + x²/2 + x⁴/24 + ….

They agree for small x and separate at fourth order. Here x = 1.025, so the standard deviation alone no longer fixes the answer.

**When regions conduct in parallel**

In a uniform barrier the transmitted amplitude carries the factor exp(−q²d/2κ). Its Fourier transform in the transverse position ρ is proportional to exp(−κρ²/2d), a Gaussian of width

ℓ = √(d/κ).

This is the lateral spread of an electron wave crossing the barrier; at 2 nm it is 0.625 nm. Regions much wider than ℓ can be treated separately, apart from their edges.

A wave calculation on a two-dimensional lattice of spacing 0.1 nm tests this rule. The barrier height and Fermi energy are those above. Stripes of equal width alternate between thicknesses of 0.9 and 1.1 nm, with half the difference placed at each face. On this lattice the conductance divided by the parallel sum is 1.567, 1.055 and 1.007 for stripe periods of 0.4, 2.4 and 19.2 nm. The spacing is as large as the thickness step at each face, so the excess is overstated: in the continuum limit the ratios are about 1.29, 1.02 and 1.00. The parallel rule is good for the widest stripes and fails for the narrowest. This test barrier has a mean thickness of 1 nm, where ℓ = 0.44 nm. With the same steps at a mean thickness of 2 nm, the continuum ratios are about 1.34 and 0.99 for periods of 0.4 and 2.4 nm, so the deviation need not be an excess.

At the shortest period the conductance exceeds the parallel sum by more than half on the lattice, and by about 29% in the continuum limit. These ratios belong to the stripe geometry and should not be used as correction factors for a Gaussian surface.

**Real junctions**

The parameters are roughly those of an alumina tunnel junction, for which barriers of 1 to 2 nm and fitted heights of one to a few eV are representative. The resistance-area product found here is far above the rough 10 Ω µm² wanted in magnetic memory cells, which use thinner barriers, commonly of magnesium oxide. Of the four changes tried in this section (effective mass, image force, temperature and bias), that of the mass has the largest effect. A rough effective mass of 0.4 free masses, at the same φ and s, reduces the exponent to 0.4 × 0.525 = 0.21 and the exponential result for R from 1.69 to 1.23. With the full transmission integral at 2 nm, R falls from 1.80 to 1.28 when the lighter mass applies in the barrier only and ψ and ψ′/m are continuous at its faces; using the lighter mass in the leads as well gives 1.29. A larger barrier height would offset this, because the exponent depends on the product of mass and height. Real thickness distributions also need not be Gaussian, and narrow regions need not conduct independently.

The other estimates change one condition at a time and compare with the exponential result 1.69:

- Image forces, with a rough optical permittivity of 3, lower the middle of a 2 nm barrier by 0.17 eV. A semiclassical tunnelling exponent through the modified barrier gives R = 1.58.
- At 300 K the exponential alone makes the uniform barrier conduct 13.5% more, because electrons above the Fermi level decay more slowly. With the full transmission and the sum over directions the gain is about 10%. Their slower decay also makes them less sensitive to thickness: with the exponential alone R is 1.67, and with the full transmission integral it falls from 1.80 to 1.78.
- At a bias of 0.1 V, electrons at the Fermi level of the emitting lead meet a mean barrier of 0.95 eV. For them alone the exponent is 0.95 × 0.525 and R = 1.65. The whole current also includes electrons from lower in the bias window, which meet a higher barrier, and its R is about 1.68.

These shifts are not independent corrections to be multiplied together. They show that, for this junction, the estimate is more sensitive to the effective mass than to room temperature or a small bias. The numerical output below lists the main values.

Values computed for the example and the checks

```
barrier height: 1.0 eV
Fermi energy above band bottom: 5.0 eV
mean thickness d0: 2.0 nm
thickness standard deviation s: 0.1 nm
decay constant kappa: 5.1232 1/nm
kappa d0: 10.246 (no unit)
2 kappa s: 1.0246 (no unit)
exponent 2 kappa^2 s^2: 0.5249 (no unit)
enhancement, thick formula: 1.6904 (no unit)
enhancement, summed exponential: 1.6904 (no unit)
enhancement with 1/d prefactor: 1.7816 (no unit)
full enhancement at d0 = 2 nm: 1.7999 (no unit)
full enhancement at d0 = 4 nm: 1.7390 (no unit)
full enhancement at d0 = 8 nm: 1.7133 (no unit)
full enhancement at d0 = 16 nm: 1.7015 (no unit)
thick conductance error at 2 nm: 11.8 %
thick conductance error at 16 nm: 1.6 %
resistance-area, uniform: 1.995e+07 ohm um2
resistance-area, rough: 1.109e+07 ohm um2
current-weighted mean thickness: 1.8975 nm
shift 2 kappa s^2: 0.1025 nm
same shift converted: 1.025 angstrom
area carrying half the current: 15.3 %
equivalent uniform thickness, full: 1.9457 nm
equivalent thinning kappa s^2: 0.0512 nm
lateral scale sqrt(d0/kappa): 0.625 nm
wave/parallel, stripe period 0.4 nm: 1.5670
wave/parallel, stripe period 2.4 nm: 1.0545
wave/parallel, stripe period 19.2 nm: 1.0068
effective mass tried: 0.4 free masses
enhancement with that mass: 1.2336 (no unit)
relative permittivity tried: 3.0 (no unit)
image lowering at mid-barrier: 0.1664 eV
enhancement with image force: 1.5841 (no unit)
temperature tried: 300 K
thermal gain of uniform barrier: 1.1351 (no unit)
enhancement at that temperature: 1.6696 (no unit)
bias tried: 0.1 V
enhancement at that bias: 1.6466 (no unit)
enhancement, two thicknesses d0 +/- s: 1.5725 (no unit)
```
